# Why EOM-CCSD roots turn complex near same-symmetry crossings, and ADC roots do not: a program that tests the result

```python
"""
Result under test: a real nonsymmetric two-state matrix with half-difference
delta, symmetric coupling s and antisymmetric coupling t has the discriminant
D = delta^2 + s^2 - t^2 (= quarter of the squared root difference).  EOM-CCSD
roots are complex where D < 0, and the boundary D = 0 is a defective curve in a
plane of two coordinates.  A symmetric (ADC) matrix is degenerate at a point.
System: planar H4, STO-3G, singlets.  Coordinates in angstrom:
r = bond length of the first H2 unit, q = sideways shift of the last atom.
Internally energies are in hartree; rho = sqrt(delta^2 + s^2).
"""
import itertools
import numpy as np
from scipy import constants, linalg, optimize
from pyscf import gto, fci

EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
SEPARATION, SLIDE, EXTRA = 1.8, 0.3, 0.2      # angstrom
BASIS = {"H": gto.basis.load("sto-3g", "H")}
NP = 15                                    # reference + 4 singles + 10 doubles


# ---------- spin-free operators in the complete singlet space ----------
def build_operators():
    strings = list(itertools.combinations(range(4), 2))
    one = np.zeros((4, 4, 6, 6))
    for col, occ in enumerate(strings):
        for q in occ:
            rest = [o for o in occ if o != q]
            for p in range(4):
                if p not in rest:
                    new = sorted(rest + [p])
                    sign = (-1) ** (occ.index(q) + new.index(p))
                    one[p, q, strings.index(tuple(new)), col] = sign
    unit = np.eye(6)
    gen = np.array([[np.kron(one[p, q], unit) + np.kron(unit, one[p, q])
                     for q in range(4)] for p in range(4)])
    ref = np.zeros(36)
    ref[0] = 1.0
    singles = [gen[a, i] for a in (2, 3) for i in (0, 1)]
    doubles = [singles[m] @ singles[n] for m in range(4) for n in range(m, 4)]

    def normalized(ops):
        ops = np.array(ops)
        vec = (ops @ ref).T
        val, u = np.linalg.eigh(vec.T @ vec)
        return np.einsum("mn,mxy->nxy", (u / np.sqrt(val)) @ u.T, ops)

    exc = np.concatenate([normalized(singles), normalized(doubles)])
    low = np.column_stack([ref] + [o @ ref for o in exc])
    triples = linalg.orth(np.hstack([o @ low[:, 5:] for o in singles]))
    quads = linalg.orth(np.hstack([o @ triples for o in singles]))
    basis = np.hstack([low, triples, quads])
    assert basis.shape == (36, 20)
    assert np.allclose(basis.T @ basis, np.eye(20), atol=1e-10)
    return basis.T @ gen @ basis, basis.T @ exc @ basis


GEN, EXC = build_operators()
PAIR = (np.einsum("pqxy,rsyz->pqrsxz", GEN, GEN)
        - np.einsum("qr,psxz->pqrsxz", np.eye(4), GEN)).reshape(256, 400)


# ---------- integrals, Hartree-Fock and Hamiltonian ----------
def integrals(x):
    r, q = x
    r2 = r + EXTRA
    xyz = np.array([[0, -r / 2, 0], [0, r / 2, 0],
                    [SEPARATION, SLIDE - r2 / 2, 0],
                    [SEPARATION + q, SLIDE + r2 / 2, 0]]) / BOHR
    mol = gto.M(atom=[("H", tuple(map(float, p))) for p in xyz],
                basis=BASIS, unit="Bohr", verbose=0)
    ovl = mol.intor("int1e_ovlp")
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e").reshape(4, 4, 4, 4)
    mean = (eri - 0.5 * eri.transpose(0, 2, 1, 3)).reshape(16, 16)
    c = np.array([[1.0, 0], [1, 0], [0, 1], [0, 1]])
    dens = 2 * c @ np.linalg.inv(c.T @ ovl @ c) @ c.T
    for cycle in range(400):
        fock = core + (mean @ dens.ravel()).reshape(4, 4)
        comm = fock @ dens @ ovl
        if np.abs(comm - comm.T).max() < 1e-10:
            break
        shift = 0.0 if cycle < 60 else 0.3
        c = linalg.eigh(fock + shift * (ovl - ovl @ dens @ ovl / 2), ovl)[1]
        dens = 2 * c[:, :2] @ c[:, :2].T
    else:
        raise ArithmeticError("Hartree-Fock did not converge")
    eps, c = linalg.eigh(fock, ovl)
    cc = np.kron(c, c)
    return c.T @ core @ c, cc.T @ eri.reshape(16, 16) @ cc, eps


def hamiltonian(x):
    h, g, eps = integrals(x)
    ham = np.tensordot(h, GEN, 2) + 0.5 * (g.ravel() @ PAIR).reshape(20, 20)
    return ham, np.einsum("p,ppxy->xy", eps, GEN)


# ---------- CCSD and EOM-CCSD ----------
def transformed(ham, amp):
    t1 = np.tensordot(amp, EXC, 1)
    t2 = t1 @ t1
    even = np.eye(20) + t2 / 2 + t2 @ t2 / 24
    odd = t1 + t2 @ t1 / 6
    return (even - odd) @ ham @ (even + odd), even + odd


def ccsd(ham):
    amp = np.zeros(14)
    for _ in range(40):
        hbar, wave = transformed(ham, amp)
        res = hbar[1:NP, 0]
        if np.abs(res).max() < 1e-11:
            return hbar, wave, amp
        jac = hbar[1:NP, 1:NP] - (EXC[:, 1:NP, :] @ hbar[:, 0]).T
        amp = amp - np.linalg.solve(jac, res)
        if not np.abs(amp).max() < 1e3:
            break
    raise ArithmeticError("CCSD did not converge")


# ---------- extended ADC(2) from the intermediate-state definition ----------
def intermediate_matrix(ham, fock, lam):
    h = fock + lam * (ham - fock)
    val, vec = np.linalg.eigh(h)
    ground = vec[:, 0]
    done = ground[:, None]
    for ops in (EXC[:4], EXC[4:]):
        new = (ops @ ground).T
        new = new - done @ (done.T @ new)
        w, u = np.linalg.eigh(new.T @ new)
        done = np.hstack([done, new @ (u / np.sqrt(w)) @ u.T])
    states = done[:, 1:]
    return states.T @ h @ states - val[0] * np.eye(14)


def adc_matrix(ham, fock, lam=1.0):
    h = 0.02
    a, b, c, d, e = [intermediate_matrix(ham, fock, n * h)
                     for n in (-2, -1, 0, 1, 2)]
    first = (a - 8 * b + 8 * d - e) / (12 * h)
    second = (-a + 16 * b - 30 * c + 16 * d - e) / (24 * h * h)
    out = c + lam * first
    out[:4, :4] += lam ** 2 * second[:4, :4]
    return out


# ---------- roots, discriminant, search ----------
def roots(method, x):
    ham, fock = hamiltonian(x)
    if method == "FCI":
        val = np.linalg.eigvalsh(ham)
        return val[1:] - val[0]
    if method == "ADC":
        return np.linalg.eigvals(adc_matrix(ham, fock)).real \
            if False else np.linalg.eigvalsh(adc_matrix(ham, fock))
    hbar = ccsd(ham)[0]
    return np.sort_complex(np.linalg.eigvals(hbar[1:NP, 1:NP]) - hbar[0, 0])


def discriminant(w, k):
    diff = (w[k + 1] - w[k]) / 2
    if abs(np.imag(w[k] + w[k + 1])) < 1e-12:
        return float(np.real(diff ** 2))
    return float(abs(diff) ** 2)


def surface(method, x, k):
    if not (0.65 < x[0] < 1.55 and abs(x[1]) < 1.05):
        return 10.0
    try:
        return discriminant(roots(method, x), k)
    except (ArithmeticError, np.linalg.LinAlgError):
        return 10.0


def descend(method, start, k):
    start = np.array(start, float)
    simplex = start + np.array([[0, 0], [0.04, 0.01], [-0.01, 0.05]])
    return optimize.minimize(
        lambda x: surface(method, x, k), start, method="Nelder-Mead",
        options=dict(initial_simplex=simplex, xatol=1e-6, fatol=1e-13,
                     maxfev=150))


def search(method, target):
    rs, qs = np.linspace(0.7, 1.4, 8), np.linspace(-0.8, 0.8, 9)
    table = np.full((8, 9, 4), 10.0)
    for i, j in itertools.product(range(8), range(9)):
        try:
            w = roots(method, (rs[i], qs[j]))
            table[i, j] = [discriminant(w, k) for k in range(4)]
        except (ArithmeticError, np.linalg.LinAlgError):
            pass
    best = None
    for k in range(4):
        t = table[:, :, k]
        minima = [(t[i, j], i, j) for i in range(8) for j in range(9)
                  if t[i, j] <= t[max(i - 1, 0):i + 2,
                                  max(j - 1, 0):j + 2].min()]
        for _, i, j in sorted(minima)[:2]:
            fit = descend(method, (rs[i], qs[j]), k)
            if best is None or fit.fun < best[0]:
                best = (fit.fun, fit.x, k)
            if fit.fun < target:
                return fit.fun, fit.x, k
    return best


# ---------- two-state matrix in the frame of orthonormal dressed kets ----------
def two_state(x, k):
    ham, _ = hamiltonian(x)
    hbar, wave, _ = ccsd(ham)
    val, vec = np.linalg.eig(hbar[:NP, :NP])
    ground = np.argmin(abs(val - hbar[0, 0]))
    order = [n for n in np.lexsort((val.imag, val.real)) if n != ground]
    one, two = order[k], order[k + 1]
    if abs(val[one].imag) > 0:
        span, overlap = np.column_stack([vec[:, one].real,
                                         vec[:, one].imag]), None
    else:
        span = vec[:, [one, two]].real
        kets = wave[:, :NP] @ span
        kets = kets / np.linalg.norm(kets, axis=0)
        overlap = abs(kets[:, 0] @ kets[:, 1])
    plain = np.linalg.qr(span)[0]
    doubles = float(np.sum(plain[5:] ** 2))
    metric = wave[:, :NP].T @ wave[:, :NP]
    g, u = np.linalg.eigh(plain.T @ metric @ plain)
    frame = plain @ (u / np.sqrt(g)) @ u.T
    m = frame.T @ metric @ hbar[:NP, :NP] @ frame
    leak = (frame.T @ wave[:, :NP].T @ wave[:, NP:]
            @ hbar[NP:, :NP] @ frame)
    rho = np.hypot((m[0, 0] - m[1, 1]) / 2, (m[0, 1] + m[1, 0]) / 2)
    t = (m[0, 1] - m[1, 0]) / 2
    t_leak = -(leak[0, 1] - leak[1, 0]) / 2
    return rho, t, t_leak, overlap, doubles


# ---------- EOM-CCSD: complex region ----------
d0, x0, k0 = search("EOM", -(0.005 / EV) ** 2)
half_im = np.sqrt(max(-d0, 0.0))
assert half_im * EV > 1e-4, "no complex region found"
ham0, fock0 = hamiltonian(x0)
hbar0, wave0, amp0 = ccsd(ham0)
w0 = roots("EOM", x0)

# Hamiltonian against an independent full-CI code
h0, g0, _ = integrals(x0)
e_fci = fci.direct_spin1.kernel(h0, g0.reshape(4, 4, 4, 4), 4, 4)[0]
exact0 = np.linalg.eigvalsh(ham0)
assert abs(e_fci - exact0[0]) < 1e-8

# EOM matrix against finite differences of the CCSD residual
step = 1e-4
numeric = np.array([(transformed(ham0, amp0 + step * e)[0][1:NP, 0]
                     - transformed(ham0, amp0 - step * e)[0][1:NP, 0])
                    / (2 * step) for e in np.eye(14)]).T
assert np.allclose(numeric, hbar0[1:NP, 1:NP] - hbar0[0, 0] * np.eye(14),
                   atol=1e-6)

# without truncation the same nonsymmetric operator has the full-CI spectrum
full = np.sort_complex(np.linalg.eigvals(hbar0))
full_error = np.abs(full - exact0).max()
asymmetry = np.abs(hbar0 - hbar0.T).max()
assert full_error < 1e-7 and asymmetry > 1e-3

rho0, t0, leak0, _, doubles0 = two_state(x0, k0)
assert abs(rho0 ** 2 - t0 ** 2 - d0) < 1e-9 + 1e-5 * abs(d0)
assert abs(t0 - leak0) < 1e-9 and abs(t0) > rho0

# defective boundary on rays from the centre
rays = []
for angle in np.arange(8) * np.pi / 4:
    way = np.array([np.cos(angle), np.sin(angle)])

    def along(s, way=way):
        return surface("EOM", x0 + s * way, k0)
    lo, hi = 0.0, 1e-4
    while along(hi) < 0 and hi < 0.4:
        lo, hi = hi, 1.5 * hi
    if along(hi) > 0:
        s = optimize.brentq(along, lo, hi, xtol=1e-11)
        if abs(along(s)) < 1e-8:
            rays.append((angle, s, way))
assert len(rays) >= 2
angle1, s1, way1 = rays[0]
near = surface("EOM", x0 + 1.01 * s1 * way1, k0)
far = surface("EOM", x0 + 1.04 * s1 * way1, k0)
root_ratio = np.sqrt(far / near)
assert abs(root_ratio - 2) < 0.15
rho1, t1, leak1, overlap1, _ = two_state(x0 + 1.2 * s1 * way1, k0)
assert overlap1 is not None and abs(overlap1 - abs(t1) / rho1) < 1e-6
assert abs(t1 - leak1) < 1e-8
overlap2 = two_state(x0 + 1.01 * s1 * way1, k0)[3]
assert overlap2 > overlap1

# full CI started from the centre of the complex region
exact_fit = descend("FCI", x0, k0)

# ---------- ADC: order of the matrix, isolated degeneracy ----------
errors = []
for lam in (0.04, 0.02):
    ref = np.linalg.eigvalsh(fock0 + lam * (ham0 - fock0))
    adc = np.linalg.eigvalsh(adc_matrix(ham0, fock0, lam))
    errors.append(np.abs(adc[:4] - (ref[1:5] - ref[0])).max())
order_ratio = errors[0] / errors[1]
assert 6.5 < order_ratio < 9.5
da, xa, ka = search("ADC", 2.5e-12)
adc_gap = 2 * np.sqrt(max(da, 0.0))
assert adc_gap < 1e-5
ring = []
for radius in (0.005, 0.01):
    ring.append(min(2 * np.sqrt(surface(
        "ADC", xa + radius * np.array([np.cos(f), np.sin(f)]), ka))
        for f in np.arange(16) * np.pi / 8))
assert ring[0] > 5 * adc_gap and abs(ring[1] / ring[0] - 2) < 0.2

# ---------- printed numbers ----------
print(f"unit separation {SEPARATION} A, slide {SLIDE} A, "
      f"second bond height r + {EXTRA} A")
print(f"EOM pair: excited singlets {k0 + 1} and {k0 + 2}")
print(f"EOM centre r = {x0[0]:.5f} A, q = {x0[1]:.5f} A")
print(f"EOM roots at centre: {w0[k0].real * EV:.5f} eV "
      f"+/- i {half_im * EV:.5f} eV")
print(f"same in hartree: {w0[k0].real:.6f} +/- i {half_im:.6f}")
print(f"centre: rho = {rho0 * EV:.6f} eV, |t| = {abs(t0) * EV:.6f} eV")
print(f"centre: |t| from leakage = {abs(leak0) * EV:.6f} eV")
print(f"doubles weight of right pair subspace (max 2): {doubles0:.4f}")
print(f"largest asymmetry of full transformed H: {asymmetry * EV:.4f} eV")
print(f"full transformed H minus full CI, max: {full_error * EV:.1e} eV")
print(f"rays with defective boundary: {len(rays)} of 8")
for angle, s, _ in rays:
    print(f"  angle {np.degrees(angle):5.0f} deg: distance {s:.6f} A")
print(f"splitting ratio at 4% and 1% beyond boundary: {root_ratio:.4f}")
print(f"20% beyond: rho = {rho1 * EV:.6f} eV, |t| = {abs(t1) * EV:.6f} eV")
print(f"ket overlap 20% beyond {overlap1:.5f}, 1% beyond {overlap2:.5f}")
print(f"full CI minimum gap from centre: "
      f"{2 * np.sqrt(max(exact_fit.fun, 0)) * EV:.2e} eV")
print(f"  at r = {exact_fit.x[0]:.5f} A, q = {exact_fit.x[1]:.5f} A")
print(f"ADC(2)-x error ratio on halving the perturbation: {order_ratio:.3f}")
print(f"ADC(2)-x pair: excited singlets {ka + 1} and {ka + 2}")
print(f"ADC(2)-x degeneracy r = {xa[0]:.5f} A, q = {xa[1]:.5f} A")
print(f"ADC(2)-x gap there: {adc_gap * EV:.1e} eV")
print(f"ADC(2)-x smallest gap on ring 0.005 A: {ring[0] * EV:.6f} eV")
print(f"ADC(2)-x smallest gap on ring 0.010 A: {ring[1] * EV:.6f} eV")
print(f"scan along {np.degrees(angle1):.0f} deg; distance in A, rest in eV")
print("distance  EOM lower  EOM upper  |Im|     FCI gap  ADC gap")
for factor in (-2, -1.5, -0.5, 0, 0.5, 1.5, 2):
    point = x0 + factor * s1 * way1
    w = roots("EOM", point)[k0:k0 + 2] * EV
    gaps = [np.diff(roots(m, point)[k0:k0 + 2])[0] * EV
            for m in ("FCI", "ADC")]
    print(f"{factor * s1:9.5f} {w[0].real:9.5f} {w[1].real:9.5f} "
          f"{abs(w[0].imag):9.5f} {gaps[0]:8.5f} {gaps[1]:8.5f}")
print("no test failed")
```

Output:

```
unit separation 1.8 A, slide 0.3 A, second bond height r + 0.2 A
EOM pair: excited singlets 3 and 4
EOM centre r = 1.26397 A, q = 1.05000 A
EOM roots at centre: 15.44410 eV +/- i 0.09858 eV
same in hartree: 0.567560 +/- i 0.003623
centre: rho = 0.005287 eV, |t| = 0.098726 eV
centre: |t| from leakage = 0.098726 eV
doubles weight of right pair subspace (max 2): 0.5761
largest asymmetry of full transformed H: 5.7456 eV
full transformed H minus full CI, max: 2.2e-13 eV
rays with defective boundary: 5 of 8
  angle     0 deg: distance 0.053434 A
  angle   180 deg: distance 0.049341 A
  angle   225 deg: distance 0.061852 A
  angle   270 deg: distance 0.114578 A
  angle   315 deg: distance 0.059055 A
splitting ratio at 4% and 1% beyond boundary: 2.0116
20% beyond: rho = 0.121224 eV, |t| = 0.103848 eV
ket overlap 20% beyond 0.85666, 1% beyond 0.99150
full CI minimum gap from centre: 3.61e-07 eV
  at r = 1.26903 A, q = 0.97845 A
ADC(2)-x error ratio on halving the perturbation: 8.135
ADC(2)-x pair: excited singlets 1 and 2
ADC(2)-x degeneracy r = 0.86505 A, q = -0.52518 A
ADC(2)-x gap there: 2.1e-06 eV
ADC(2)-x smallest gap on ring 0.005 A: 0.024017 eV
ADC(2)-x smallest gap on ring 0.010 A: 0.048036 eV
scan along 0 deg; distance in A, rest in eV
distance  EOM lower  EOM upper  |Im|     FCI gap  ADC gap
 -0.10687  15.97368  16.34090   0.00000  0.40020  1.56877
 -0.08015  15.84729  16.09785   0.00000  0.32284  1.56634
 -0.02672  15.61443  15.61443   0.08313  0.15558  1.53614
  0.00000  15.44410  15.44410   0.09858  0.10073  1.49428
  0.02672  15.28097  15.28097   0.08448  0.12049  1.43267
  0.08015  14.87423  15.08121   0.00000  0.25761  1.28004
  0.10687  14.68269  14.99276   0.00000  0.32505  1.20137
no test failed
```
